# Classes of localized double excitations in the water dimer

**Setting.** Two closed-shell molecules A and B lie a distance $R$ apart along $x$. The dimer basis is the union of the two monomer bases, the reference is restricted Hartree–Fock (HF), orbitals are real, and core orbitals are uncorrelated. Indices $i,j$ denote occupied and $a,b$ virtual spatial orbitals, and
$$K_{ij}^{ab}=(ia|jb)=\iint \frac{\phi_i(1)\phi_a(1)\,\phi_j(2)\phi_b(2)}{r_{12}}\,d1\,d2 .$$
$T_{ij}^{ab}$ is the connected doubles amplitude for $i\to a$, $j\to b$ with opposite spins, and $t_i^a$ is the singles amplitude. Atomic units are used; small energies are in $\mu E_h=10^{-6}$ hartree.

## Part (a): Labels and classes

*Assign every orbital to a monomer without losing any of the orbital space. Classify the doubles, write the energy of each class, and find which orbital rotations leave it unchanged.*

**Answer.** Let the columns of $C$ be the canonical orbitals of one dimer space (valence occupied or virtual), $S$ the overlap matrix, and $C_{\rm ref}$ the corresponding orbitals of free A followed by those of free B. The projected references are $CM$ with $M=C^\dagger SC_{\rm ref}$. Their overlap matrix is $M^\dagger M$, so Löwdin orthonormalization gives
$$L=CU,\qquad U=M(M^\dagger M)^{-1/2},\qquad U^\dagger U=1 .$$
The reference count equals the dimension of the space, so $U$ is square and therefore unitary: $L$ spans the whole space, and each column keeps its label. $M$ must be non-singular. If A's basis alone could already describe B's region, the union would become linearly dependent and the labels would lose their meaning.

For spatial orbitals let $\tau_{ij}^{ab}=T_{ij}^{ab}+t_i^at_j^b$. In spin orbitals the energy of the doubles and of the products of singles is $\frac14\sum\langle ij||ab\rangle\,\tilde\tau_{ij}^{ab}$, where $\tilde\tau$ is antisymmetric in $i,j$ and in $a,b$. It equals $\tau_{ij}^{ab}$ for $i\to a$, $j\to b$ with opposite spins, and $\tau_{ij}^{ab}-\tau_{ij}^{ba}$ for parallel spins. Opposite spins give $\sum\tau_{ij}^{ab}K_{ij}^{ab}$. The two parallel-spin cases give
$$\tfrac12\sum(\tau_{ij}^{ab}-\tau_{ij}^{ba})(K_{ij}^{ab}-K_{ij}^{ba})=\sum\tau_{ij}^{ab}(K_{ij}^{ab}-K_{ij}^{ba}),$$
because exchanging the summation names $a,b$ makes the four products equal in pairs. The term linear in singles vanishes by Brillouin's theorem. Hence
$$E_{\rm corr}=\sum_{ijab}(T_{ij}^{ab}+t_i^at_j^b)(2K_{ij}^{ab}-K_{ij}^{ba}).$$

Four indices with two labels each give 16 strings $ij\to ab$:

- intramonomer: AA→AA, BB→BB;
- dispersion: AB→AB, BA→BA, each electron staying at home;
- crossed, or exchange-dispersion: AB→BA, BA→AB;
- ionic: the other ten, which transfer one or two electrons.

A class energy is the sum of $T_{ij}^{ab}(2K_{ij}^{ab}-K_{ij}^{ba})$ over its strings. The products of singles are kept as a separate term.

Now rotate the references within each monomer, $C_{\rm ref}\to C_{\rm ref}Q$ with $Q$ orthogonal and block diagonal. Then $M\to MQ$ and $(M^\dagger M)^{-1/2}\to Q^\dagger(M^\dagger M)^{-1/2}Q$, so $U\to UQ$. Since $T$ and $K$ rotate together and each class sums over complete blocks, $\sum_{a'}Q_{aa'}Q_{ca'}=\delta_{ac}$ removes $Q$. Further localization inside a monomer changes no class energy. Rotations mixing A with B do change the partition, which is therefore a convention and not an observable.

## Part (b): Amplitudes in the labelled basis

*What replaces the canonical first-order formula $T=-K/\Delta$?*

**Answer.** Canonical second-order Møller–Plesset (MP2) amplitudes obey
$$K_{ij}^{ab}+(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)T_{ij}^{ab}=0 .$$
Transforming all four indices with $U$ turns the diagonal matrices of orbital energies into Fock blocks $f=U^\dagger\varepsilon U$:
$$K_{ij}^{ab}+\sum_c\left(f_{ac}T_{ij}^{cb}+f_{bc}T_{ij}^{ac}\right)-\sum_k\left(f_{ki}T_{kj}^{ab}+f_{kj}T_{ik}^{ab}\right)=0 .$$
The off-diagonal elements couple different classes, so dividing by diagonal gaps is not valid in general. Coupled-cluster singles and doubles (CCSD) amplitudes can be computed canonically and transformed with the same $U$.

## Part (c): Is the crossed class a separate physical process?

*Analyse the neutral doubles by spin.*

**Answer.** Fix $i,a$ on A and $j,b$ on B. Write $T=T_{ij}^{ab}$, $K=K_{ij}^{ab}$ for the direct excitation and $T'=T_{ij}^{ba}$, $K'=K_{ij}^{ba}$ for the crossed one. The symmetry $T_{ij}^{ab}=T_{ji}^{ba}$ makes the two strings of each class equal, so
$$E_{\rm disp}=2\sum T(2K-K'),\qquad E_{\rm cross}=2\sum T'(2K'-K).$$

For opposite spins, $i{\uparrow}j{\downarrow}\to a{\uparrow}b{\downarrow}$ and $i{\uparrow}j{\downarrow}\to b{\uparrow}a{\downarrow}$ are different determinants. With the reversed spins included, they give $E_{\rm opp}=2\sum(TK+T'K')$.

For parallel spins both excitations lead to one determinant, with amplitude $T-T'$ and matrix element $K-K'$. Two spin directions give $E_{\rm par}=2\sum(T-T')(K-K')$. Adding,
$$E_{\rm opp}+E_{\rm par}=2\sum(2TK-TK'+2T'K'-T'K)=E_{\rm disp}+E_{\rm cross}.$$
For parallel spins the split into direct and crossed parts is thus conventional. The crossed class is also not the exchange-dispersion energy of symmetry-adapted perturbation theory, since exchange enters the dispersion class too, through $-2\sum TK'$.

## Part (d): Distance laws

*Find the large-$R$ behaviour of each class for polar monomers.*

**Answer.** *Dispersion.* Let $\mathbf s_1,\mathbf s_2$ be electron positions relative to their own monomers and $\mathbf u=\mathbf s_2-\mathbf s_1$. The second-order term of $1/|\mathbf R+\mathbf u|$ is $(3u_x^2-u^2)/(2R^3)$. Its part containing both positions is
$$\frac{-6s_{1x}s_{2x}+2\,\mathbf s_1\cdot\mathbf s_2}{2R^3}=\frac{\mathbf s_1\cdot D\,\mathbf s_2}{R^3},\qquad D=\mathrm{diag}(-2,1,1).$$
The densities $\phi_i\phi_a$ and $\phi_j\phi_b$ carry no charge, by orthogonality, so this term leads: $K\to\mathbf d_{ia}\cdot D\,\mathbf d_{jb}/R^3$, with $\mathbf d_{ia}=\langle i|\mathbf r|a\rangle$.

Without overlap the Fock matrix does not connect A and B. By part (a) we may then use canonical orbitals within each monomer, for which $T=-K/\Delta$ at MP2 level. A constant potential from the partner cancels in each gap. With $K'\to0$, $E_{\rm disp}=4\sum TK$ becomes
$$E_{\rm disp}\to-\frac{C_6}{R^6},\qquad C_6=4\sum_{ia\in A}\sum_{jb\in B}\frac{(\mathbf d_{ia}\cdot D\,\mathbf d_{jb})^2}{\varepsilon_a-\varepsilon_i+\varepsilon_b-\varepsilon_j}.$$
This $C_6$ belongs to one fixed orientation.

*Crossed and ionic.* Every term contains an integral or amplitude that needs a product of orbitals on different monomers. Such products vanish with the overlap: exponentially for true orbital tails, like Gaussians in a finite Gaussian basis.

*Intramonomer.* The HF dipole of B produces at A the field $\mathbf F=-D\boldsymbol\mu_B^{\rm HF}/R^3$. A's correlation energy changes by $-\boldsymbol\mu_A^{c}\cdot\mathbf F$, where $\boldsymbol\mu^c$ is the correlation part of the dipole, including orbital relaxation. Adding B's response gives, at MP2 level,
$$\Delta E_{\rm intra}\to\frac{C_3}{R^3},\qquad C_3=\boldsymbol\mu_A^c\cdot D\boldsymbol\mu_B^{\rm HF}+\boldsymbol\mu_A^{\rm HF}\cdot D\boldsymbol\mu_B^c .$$
If $C_3\neq0$, this outlasts dispersion. In CCSD the singles term has an $R^{-3}$ part as well, from two sources: each monomer's own products of singles change in the partner's field, and products $t_i^at_j^b$ with one single on each monomer multiply $K\sim R^{-3}$. For the water dimer of part (e) the first source dominates: at 20 bohr it gives $+0.0805\,\mu E_h$ and the second only $-0.0030\,\mu E_h$, which together make up the dimer's change of $+0.078\,\mu E_h$.

## Part (e): The water dimer

*Evaluate the classes with frozen-core CCSD in the 6-31+G\* basis and interpret them.*

**Answer.** Both molecules are rigid, with O–H length 1.81 bohr and angle 104.5°. One O–H bond of donor A points at the oxygen of B. The bisectors, from O towards the hydrogens, are $\mathbf n_A=(0.612,0,0.791)$ and $\mathbf n_B=(0.574,0,-0.819)$; $R$ is the O–O distance. There are 8 correlated occupied and 34 virtual orbitals. In the table $\Delta$ means the change from free monomers, and energies are in $\mu E_h$.

| $R$/bohr | disp. | crossed | ionic | $\Delta$intra | $\Delta$singles | total |
|---|---|---|---|---|---|---|
| 5.5 | −1049.2 | −22.9 | −12085.3 | 11672.0 | 5.8 | −1479.6 |
| 6.5 | −402.1 | −5.2 | −6207.9 | 5865.9 | 4.9 | −744.5 |
| 8 | −120.1 | −0.2 | −1366.0 | 1273.4 | 2.9 | −210.0 |
| 10 | −30.0 | 0.0 | −91.6 | 90.6 | 1.1 | −29.9 |
| 14 | −3.5 | 0.0 | −0.1 | 7.5 | 0.3 | 4.2 |
| 20 | −0.4 | 0.0 | 0.0 | 2.7 | 0.1 | 2.4 |

*Ionic and intramonomer terms.* At 5.5 bohr these are each far larger than the total and nearly cancel. Of the ionic energy, $-10853\,\mu E_h$ comes from pairs starting on one monomer. To see its origin, replace each partner in turn by its basis functions alone, without nuclei or electrons. The two monomers then still show $-11150\,\mu E_h$ of ionic energy, although their correlation energies fall by just $1197\,\mu E_h$. Their remaining terms must therefore rise by $11150-1197=9953\,\mu E_h$. Most of the large ionic number is thus the monomers' own correlation relabelled, not charge transfer caused by the partner. The ghost value should not be subtracted class by class, because the ghost space also includes functions that the partner's electrons would occupy.

The total can be corrected for the borrowed basis:
$$-1479.6+1196.5=-283.1\ \mu E_h .$$
This is much smaller in magnitude than the dispersion class, so dispersion alone does not represent the CCSD correlation part of the interaction in this basis. The ratio depends on the method: at MP2 level the corrected total is $-783$ against a dispersion class of $-985\,\mu E_h$.

*Crossed class.* At 5.5 bohr its Coulomb part $4\sum T'K'$ is $-32.7$ and its exchange part $-2\sum T'K$ is $+9.8\,\mu E_h$. The exchange part of the dispersion class, $-2\sum TK'$, is $-2.3\,\mu E_h$. With $T=-K/\Delta$ and $T'=-K'/\Delta$ the two exchange parts would be equal. They differ even in sign. This already holds for the MP2 amplitudes, whose exchange parts are $-0.9$ (dispersion) and $+2.6\,\mu E_h$ (crossed), so the off-diagonal Fock elements of part (b) are enough to spoil the diagonal formula. The spin sums are $-539.8$ (opposite) and $-532.3$ (parallel). At 10 bohr both are $-14.99\,\mu E_h$, as part (c) requires when $K'$ and $T'$ vanish.

*Dispersion law.* The monomer formula gives $C_6=19.86$ hartree bohr⁶, and extrapolation of the dimer's MP2 dispersion class gives the same value to these digits. At 20 bohr,
$$-\frac{19.86}{20^6}=-0.310\ \mu E_h,$$
against an MP2 class energy of $-0.343\,\mu E_h$. The leading term misses about 10% of the class energy. The CCSD exponent between 14 and 20 bohr is 6.2, so the limiting power has not quite been reached.

*Intramonomer law.* The monomer dipole is 0.917 at HF level, and its MP2 correlation part is only 0.0023 $e\,$bohr. Since
$$\mathbf n_A\cdot D\,\mathbf n_B=-2(0.612)(0.574)+(0.791)(-0.819)=-1.35,$$
we obtain $C_3\approx2(0.0023)(0.917)(-1.35)=-0.0057$; unrounded inputs give $-0.0058$ hartree bohr³, and the dimer extrapolation agrees within the tested 3%.

At 20 bohr $C_3/R^3$ is $-0.72\,\mu E_h$, about half of the MP2 change, $-1.479\,\mu E_h$. Placing each monomer in the partner's full HF potential gives $-1.476\,\mu E_h$. The electrostatic mechanism is therefore right, while the dipole term alone is insufficient at this distance. Equating the two leading laws gives 15.1 bohr, but this is a poor estimate of where the electrostatic change overtakes dispersion: at 14 bohr the MP2 intramonomer change, $-6.0$, already exceeds the dispersion energy, $-3.1\,\mu E_h$, in magnitude. Monomers in the partner's HF potential give $-25.6\,\mu E_h$ at 10 bohr, about equal to the dispersion energy of $-26.3$; the dimer's intramonomer class at that distance, $+42.4$, is dominated by relabelling and has the other sign.

In this basis CCSD gives the opposite sign, $+2.7\,\mu E_h$ at 20 bohr, and makes the total correlation contribution repulsive at 14 and 20 bohr. The cause is a correlation dipole of opposite sign: a finite field gives $-0.0094\,e\,$bohr in CCSD. Then $C_3\approx2(-0.0094)(0.917)(-1.35)=+0.023$ and $C_3/R^3=+2.9\,\mu E_h$ at 20 bohr. Monomers in the partner's HF potential give $+2.70\,\mu E_h$, against $+2.74$ for the intramonomer and singles changes of the dimer together.

These values omit triples and monomer relaxation and are far from converged in the basis. In aug-cc-pVDZ the HF dipole is 0.787 and its correlation part is $-0.052\,e\,$bohr for both MP2 and CCSD (aug-cc-pVTZ, MP2: 0.780 and $-0.052$). Then $C_3\approx+0.11$ hartree bohr³ at both levels, so the small negative MP2 value and the sign contrast between MP2 and CCSD belong to 6-31+G\* only. The monomer formula for $C_6$ rises from 19.86 to 38.9 (aug-cc-pVDZ) and 40.4 (aug-cc-pVTZ), and the two leading laws cross near 7 bohr instead of 15. They illustrate the partition and are not reference interaction energies. Further values are in the numerical output.

## Computed values

```
Water dimer, 6-31+g*, frozen core; energies in uEh = 1e-6 hartree
O-H length 1.81 bohr, H-O-H angle 104.5 deg, acceptor tilt 55.0 deg
basis functions 44, correlated occupied 8, virtual 34
smallest singular value of projection at 5.5 bohr: 0.301
largest off-diagonal virtual Fock element: 0.148 hartree
free monomer CCSD correlation energy: -0.198605 hartree
free monomer MP2 correlation energy: -0.190296 hartree
free monomer singles-product term: 60.79 uEh
CCSD classes (uEh), R in bohr; d = change from free monomers
R  disp  crossed  ionic_same  ionic_mixed  d_intra  d_singles  d_total
 5.5  -1049.187    -22.896 -10853.299  -1232.047  11672.017      5.848  -1479.564
 6.5   -402.127     -5.229  -5868.652   -339.261   5865.909      4.873   -744.487
 8.0   -120.087     -0.163  -1329.482    -36.505   1273.375      2.874   -209.987
10.0    -29.974      0.002    -90.109     -1.444     90.591      1.073    -29.861
14.0     -3.515     -0.000     -0.101     -0.001      7.546      0.269      4.198
20.0     -0.383      0.000     -0.000     -0.000      2.661      0.078      2.356
MP2 classes (uEh), R in bohr, and HF interaction energy (uEh)
R  disp  crossed  ionic_same  ionic_mixed  d_intra  d_total  HF
 5.5   -985.082    -22.117 -10634.426  -1124.286  10683.913  -2081.998  -8714.962
 6.5   -367.083     -4.496  -5760.983   -292.305   5450.866   -974.002  -6768.063
 8.0   -106.134     -0.157  -1311.637    -29.202   1146.451   -300.678  -3403.697
10.0    -26.323      0.001    -87.703     -1.047     42.391    -72.681  -1508.219
14.0     -3.123     -0.000     -0.090     -0.001     -6.009     -9.223   -488.074
20.0     -0.343      0.000     -0.000     -0.000     -1.479     -1.822   -156.541
CCSD neutral two-monomer doubles (uEh):
R=5.5 bohr: opposite spin -539.778, parallel spin -532.305
  disp: Coulomb -1046.904, exchange -2.283
  crossed: Coulomb -32.652, exchange 9.756
R=10.0 bohr: opposite spin -14.986, parallel spin -14.986
  disp: Coulomb -29.970, exchange -0.004
  crossed: Coulomb -0.001, exchange 0.003
ghost-basis lowering of monomer CCSD energies at 5.5 bohr: -1196.5 uEh
ionic_same energy of the two ghost-basis monomers: -11149.6 uEh
CCSD d_total at 5.5 bohr after ghost correction: -283.1 uEh
CCSD dispersion exponent between 14 and 20 bohr: 6.218
MP2 d_intra at 20.0 bohr: dimer -1.479, monomers in partner potential -1.476 uEh
C6 from monomer dipoles 19.862, from dimer 19.860 hartree bohr^6
monomer dipole: HF 0.9169, MP2 correlation part 0.0023 e bohr
C3 from monomer dipoles -0.00579, from dimer -0.00577 hartree bohr^3
distance where |C3|/R^3 = C6/R^6: 15.08 bohr
```
